# Penetration depth of a Bragg mirror and the mode spacing of a DBR laser

## A grating so weak that light reflects once

Take a waveguide whose index varies between \(z=0\) and \(z=L\) as

\[ n(z)=\bar n+\delta n\cos(2\beta_B z),\qquad \delta n\ll\bar n, \]

and equals \(\bar n\) outside. The period is \(\Lambda=\pi/\beta_B\). Light enters from the left, and nothing returns from beyond \(z=L\). Fields carry the time factor \(e^{-i\omega t}\), so \(e^{i\beta z}\) travels to the right; here \(\beta=\bar n\omega/c\) is the wavenumber in the mean index.

An index step from \(n\) to \(n+dn\) reflects the amplitude \([n-(n+dn)]/(2n+dn)\approx-dn/(2\bar n)\). Within the grating \(dn=-2\beta_B\,\delta n\sin(2\beta_B z)\,dz\). Light reflected at depth \(z\) has travelled there and back, which gives it the factor \(e^{2i\beta z}\). If the grating is so weak that second reflections can be ignored, the contributions add:

\[ r\approx\frac{\beta_B\,\delta n}{\bar n}\int_0^L\sin(2\beta_B z)\,e^{2i\beta z}dz . \]

Write the sine as \((e^{2i\beta_B z}-e^{-2i\beta_B z})/(2i)\). Near the Bragg frequency, where \(\beta=\beta_B\), the first exponential leaves a rapidly oscillating integrand and contributes little. The second has the prefactor \(-1/(2i)=i/2\). With

\[ \delta=\beta-\beta_B,\qquad \kappa=\frac{\beta_B\,\delta n}{2\bar n}=\frac{\pi\,\delta n}{\lambda_B}, \]

where \(\lambda_B\) is the vacuum Bragg wavelength, the result is

\[ r\approx i\kappa\int_0^L e^{2i\delta z}dz=i\kappa\,e^{i\delta L}\,\frac{\sin\delta L}{\delta}. \]

The index steps at the two ends have also been dropped. Each reflects at most about \(\delta n/(2\bar n)\), smaller than \(\kappa L\) by the factor \(1/(\beta_B L)\).

Near \(\delta=0\) the phase of \(r\) is \(\phi=\pi/2+\delta L\), so \(d\phi/d\beta=L\). Compare a mirror of fixed phase at depth \(d\): its reflection seen from \(z=0\) contains \(e^{2i\beta d}\), and its phase slope is \(2d\). The weak grating therefore has the phase slope of a mirror at \(d=L/2\), the mean depth of its single reflections.

This suggests a definition for any grating:

\[ L_{\rm pen}=\frac12\left.\frac{d\phi}{d\beta}\right|_{\delta=0}. \]

The equivalent mirror reproduces the phase slope. The phase at the Bragg frequency itself is a separate constant, set by where the grating's maxima lie.

## Allowing many reflections

When \(\kappa L\) is not small, the forward wave is depleted and reflected light is reflected again. Write the field as

\[ E=R(z)e^{i\beta_B z}+S(z)e^{-i\beta_B z} \]

and insert it into \(E''+(\omega/c)^2n^2E=0\). To first order in \(\delta n\),

\[ \frac{\omega^2n^2}{c^2}\approx\beta^2+2\beta_B\kappa\left(e^{2i\beta_B z}+e^{-2i\beta_B z}\right), \]

where \(\beta\) has been replaced by \(\beta_B\) in the small second term. For \(|\delta|,\kappa\ll\beta_B\), the envelopes change slowly, so \(R''\) and \(S''\) can be dropped, and \(\beta^2-\beta_B^2\approx2\beta_B\delta\).

Now collect the terms in \(e^{i\beta_B z}\). The grating turns \(Se^{-i\beta_B z}\) into such a term through its factor \(e^{2i\beta_B z}\). Likewise it turns the forward wave into a backward one. Terms in \(e^{\pm3i\beta_B z}\) match neither wave and are dropped. What remains is

\[ 2i\beta_B R'+2\beta_B\delta R+2\beta_B\kappa S=0, \]
\[ -2i\beta_B S'+2\beta_B\delta S+2\beta_B\kappa R=0, \]

or, after division,

\[ R'=i\delta R+i\kappa S,\qquad S'=-i\delta S-i\kappa R. \]

The grating is lossless: the equations give \((|R|^2)'=(|S|^2)'=-2\kappa\,{\rm Im}(R^*S)\), so the net power flow, proportional to \(|R|^2-|S|^2\), is constant.

To solve for \(S\), first rearrange its equation as \(\kappa R=iS'-\delta S\). Differentiate the same equation and insert \(R'\):

\[ S''=-i\delta S'-i\kappa(i\delta R+i\kappa S)=-i\delta S'+\delta\kappa R+\kappa^2S. \]

Replacing \(\kappa R\) cancels the first derivatives:

\[ S''=\gamma^2S,\qquad \gamma^2=\kappa^2-\delta^2. \]

No light enters from the right, so \(S(L)=0\) and \(S=A\sinh[\gamma(L-z)]\). Its derivative at the entrance is \(-A\gamma\cosh\gamma L\), hence

\[ \kappa R(0)=-iA\left(\gamma\cosh\gamma L-i\delta\sinh\gamma L\right), \]

and the reflection coefficient \(r=S(0)/R(0)\) is

\[ r=\frac{i\kappa\sinh\gamma L}{\gamma\cosh\gamma L-i\delta\sinh\gamma L}. \]

Inside the stop band, \(|\delta|<\kappa\), \(\gamma\) is real. The numerator has phase \(\pi/2\), and the denominator has phase \(-\arctan[\delta\tanh(\gamma L)/\gamma]\). Therefore

\[ \phi=\frac{\pi}{2}+\arctan\left[\frac{\delta\tanh\gamma L}{\gamma}\right]. \]

Because \(\gamma\) depends on \(\delta^2\), replacing it by \(\kappa\) changes the bracket only from third order in \(\delta\). The slope at the Bragg frequency is thus \(\tanh(\kappa L)/\kappa\), and

\[ \boxed{L_{\rm pen}=\frac{\tanh\kappa L}{2\kappa}}. \]

At \(\delta=0\) the same solution gives \(r=i\tanh\kappa L\), hence the power reflectivity \(\tanh^2\kappa L\).

Had the grating started at another point of its period, with \(\cos(2\beta_B z+\theta)\), the conversion from forward to backward wave would carry the factor \(e^{-i\theta}\). That adds \(-\theta\) to \(\phi\) and leaves the slope unchanged.

## Two limits and the stored energy

For \(\kappa L\ll1\), the expansion \(\tanh x\approx x-x^3/3\) gives

\[ L_{\rm pen}\approx\frac L2\left[1-\frac{(\kappa L)^2}{3}\right]. \]

The single-reflection result \(L/2\) returns. The correction is negative: at fixed length, a stronger coupling brings the equivalent mirror closer to the entrance.

For \(\kappa L\gg1\), \(L_{\rm pen}\to1/(2\kappa)\), independent of the length. In this limit the fields at the Bragg frequency fall as \(e^{-\kappa z}\) away from the far end, so \(1/(2\kappa)\) is also the distance over which the intensity falls by a factor \(e\). For a grating of finite strength the intensity is not a single exponential, and the phase slope supplies the definition.

The fields give another reading of the depth. At \(\delta=0\), \(|S|=|A|\sinh[\kappa(L-z)]\) and \(|R|=|A|\cosh[\kappa(L-z)]\). Using \(\cosh^2x+\sinh^2x=\cosh2x\),

\[ \int_0^L\frac{|R|^2+|S|^2}{|R(0)|^2}dz=\frac{\sinh2\kappa L}{2\kappa\cosh^2\kappa L}=\frac{\tanh\kappa L}{\kappa}=2L_{\rm pen}. \]

A travelling wave carries power equal to its energy per length times the group velocity \(c/n_{gg}\), where \(n_{gg}\) is the group index in the grating. The stored energy divided by the incident power is therefore \(2n_{gg}L_{\rm pen}/c\). This equals the reflection delay \(d\phi/d\omega\), because \(d\beta/d\omega=n_{gg}/c\). A slow variation of \(\kappa\) with frequency does not alter that delay: at \(\delta=0\) the phase is \(\pi/2\) for every \(\kappa\).

## Putting the mirror into a laser

Let a facet with reflection amplitude \(r_f\) and frequency-independent phase \(\phi_f\) be followed by a gain section of length \(L_a\), a passive section of length \(L_p\), and the grating. Reflections at the joints are neglected for now. If \(g\) is the net power gain per length, a round trip through the gain section multiplies the amplitude by \(e^{gL_a}\). The field must reproduce itself:

\[ |r_f||r|e^{gL_a}e^{i\Phi}=1,\qquad \Phi=2\beta_aL_a+2\beta_pL_p+\phi+\phi_f=2\pi m, \]

with integer \(m\). The magnitude sets the threshold gain; the phase selects the frequencies.

In each section \(d\beta/d\omega=n_g/c\). At the Bragg frequency,

\[ \frac{d\Phi}{d\omega}=\frac2c\left(n_{ga}L_a+n_{gp}L_p+n_{gg}L_{\rm pen}\right). \]

If this slope stays nearly constant over one mode spacing, neighbouring modes differ by \(\Delta\omega=2\pi/(d\Phi/d\omega)\), or

\[ \boxed{\Delta\nu=\frac{c}{2\left(n_{ga}L_a+n_{gp}L_p+n_{gg}L_{\rm pen}\right)}},\qquad |\Delta\lambda|\approx\frac{\lambda_B^2}{c}\Delta\nu. \]

These are group indices because the spacing asks how phase changes with frequency. The comb belongs to one carrier density in the gain section, and the dispersion that accompanies the gain is counted in \(n_{ga}\).

In the formal limit \(\kappa\to\infty\), the grating becomes a mirror at its own entrance and the spacing becomes that of a cavity containing the first two sections. The derivation itself requires \(\kappa\ll\beta_B\), so a real grating described by it always keeps some depth. If a second grating with the same Bragg frequency replaces the facet, its phase slope enters \(d\Phi/d\omega\) in the same way, and its own \(n_{gg}L_{\rm pen}\) is added to the bracket.

## How far the linear phase reaches

The next term in the phase gives a first estimate of the error of the spacing formula. Put \(T=\tanh\kappa L\) and use \(\gamma\approx\kappa-\delta^2/(2\kappa)\). Since

\[ \frac{d}{d\kappa}\frac{\tanh\kappa L}{\kappa}=\frac{L(1-T^2)}{\kappa}-\frac{T}{\kappa^2}, \]

the argument of the arctangent is

\[ u=\frac{T}{\kappa}\delta+\left[\frac{T}{2\kappa^3}-\frac{L(1-T^2)}{2\kappa^2}\right]\delta^3+\dots \]

With \(\arctan u=u-u^3/3+\dots\),

\[ \phi-\frac\pi2=2L_{\rm pen}\delta+C\delta^3+\dots,\quad C=\frac1{\kappa^3}\left[\frac T2-\frac{\kappa L(1-T^2)}2-\frac{T^3}{3}\right]. \]

For a strong grating \(C\to1/(6\kappa^3)\). For a weak one the terms of first and third order in \(\kappa L\) cancel inside the bracket, in keeping with the linear phase \(\delta L\) found at the start.

Suppose one mode lies at the Bragg frequency. Its neighbour, at frequency offset \(\nu_1\), satisfies \(2\pi\nu_1/\Delta\nu+C\delta^3\approx2\pi\). Evaluating the small cubic term at the linear estimate \(\delta_1=2\pi n_{gg}\Delta\nu/c\) gives

\[ \nu_1\approx\Delta\nu\left(1-\frac{C\delta_1^3}{2\pi}\right). \]

The linear formula thus needs \(C\delta_1^3\ll2\pi\), but the cubic term alone can understate the error. For \(\kappa L\gg1\) the phase inside the stop band tends to \(\pi/2+\arcsin(\delta/\kappa)\), whose series converges slowly near the band edge and does not hold beyond it. With \(\kappa L=10\) and \(\delta_1=1.045\kappa\), the cubic estimate of the correction is 3% and the root of the full phase condition gives 6%. A neighbour near the edge of a strong grating calls for the full phase. The linear formula has a second limit. It also cannot be carried through the first zero of reflection, at \(\delta^2=\kappa^2+\pi^2/L^2\), where the phase jumps by \(\pi\).

## A laser near 1550 nm

Take round values in the range of an InGaAsP/InP laser: \(\bar n=3.20\), \(n_{ga}=3.80\), \(n_{gp}=n_{gg}=3.70\), \(L_a=400\) µm and \(\kappa=50\) cm⁻¹. The period is \(1550/(2\times3.20)=242.19\) nm, and 1240 periods give \(L=300.31\) µm. The passive section is 100.06 µm long, its last fraction of a micrometre chosen to put one mode at the Bragg wavelength.

Then \(\kappa L=1.502\), \(T=0.905\), and the peak power reflectivity is 0.820. The depth is

\[ L_{\rm pen}=\frac{0.9054}{2\times50\ {\rm cm^{-1}}}=90.5\ \text{µm}. \]

This is less than both \(L/2=150\) µm and \(1/(2\kappa)=100\) µm. The group path is

\[ 1520.0+370.2+335.0=2225.2\ \text{µm}, \]

so \(\Delta\nu=c/(2\times2225.2\ \text{µm})=67.4\) GHz, or 0.540 nm. With the other lengths held fixed, placing the mirror at the grating's entrance would give 79.3 GHz, and placing it at the far end 49.9 GHz.

The full stop band has width \(c\kappa/(\pi n_{gg})=129\) GHz, so the neighbour of a centred mode lies near its edge. Here \(C\kappa^3=0.0700\) and \(\delta_1/\kappa=1.045\). The fractional correction is \(0.0700\times1.045^3/(2\pi)=0.013\), which lowers 67.36 GHz to 66.51 GHz.

Finding the root of the full phase condition numerically gives 66.44 GHz, 1.4% below the linear value. This neighbour has \(\delta/\kappa=1.03\), just outside the stop band. There \(\gamma\) is imaginary, but \(\tanh(\gamma L)/\gamma\) remains real and passes smoothly through the edge. If the modes instead straddle the Bragg frequency symmetrically, each is only half a spacing away and the numerical root gives 67.14 GHz. The cubic phase is then eight times smaller, measured against half the phase interval, so the fractional correction is about four times smaller.

The grating also separates the thresholds. For a facet to air, \(r_f=(3.20-1)/(3.20+1)=0.524\). The centred mode needs

\[ g=\frac{1}{L_a}\ln\frac{1}{r_fT}=\frac{0.746}{0.0400\ {\rm cm}}=18.7\ {\rm cm^{-1}}. \]

At the neighbour the power reflectivity is 0.683, and the same condition gives 20.9 cm⁻¹. In this model, with equal gain for both modes and an index that does not change with the gain, the centred mode reaches threshold first.

## Beside a real device

The values in the example are rough and describe no particular device. Real gratings have loss. A power loss \(\alpha\) replaces \(\delta\) by \(\delta+i\alpha/2\) in \(r\). For an assumed 5 cm⁻¹, the numerical phase slope gives a depth of 89.9 µm and raises the linear spacing by 0.11%.

Real joints also reflect. An assumed index step of 0.02 between gain and passive sections reflects an amplitude \(\rho=0.02/(2\times3.20)=0.0031\). Combined with a later reflection \(Te^{i\vartheta}\), it gives \((\rho+Te^{i\vartheta})/(1+\rho Te^{i\vartheta})\). To first order in \(\rho\), the phase is \(\vartheta-\rho(T+1/T)\sin\vartheta\), whose slope departs from one by at most 0.0063. The affected passive and grating paths make up 32% of the total, so the spacing changes by at most about 0.2%.

An error in the group index matters more than either of these: raising \(n_{ga}\) by 0.1 lowers the spacing by 1.8%. An error of 20% in \(\kappa\) has a similar effect, about 2%.

Uneven heating chiefly moves the comb. If the gain section alone warms, its index change shifts the comb by one spacing when \(2(2\pi/\lambda_B)\Delta n\,L_a=2\pi\), or \(\Delta n=\lambda_B/(2L_a)=0.00194\). For an assumed \(2\times10^{-4}\) per kelvin at fixed carrier density, that takes 9.7 K. The grating's Bragg frequency stays put while the modes move down in frequency past it. In this model, a rise of about half that amount from the centred state leaves two modes equally far from the Bragg frequency, with nearly equal thresholds. The spacing formula fixes the distance between modes; the relative phase of the sections decides which one lies nearest the reflection peak.

Numbers in the example were calculated in double precision.
